Pair decay length in a diffusive ferromagnet: an examination question

**The situation**

A superconductor fills the region x < 0 and a thick, uniformly magnetized ferromagnetic film begins at x = 0. Pairs of electrons with opposite spins leak into the film. Their amplitude f(x), taken at a Matsubara energy ω = πk_BT(2n+1) > 0, obeys the linearized Usadel equation

ħD f'' = 2(ω + ih) f.

Here D is the diffusion constant and h the exchange energy. The two spin bands are shifted by +h and −h, so the full splitting is 2h. The equation assumes that the ferromagnet has no pairing interaction of its own, that both spins have the same D, that spins are not flipped, that f is small, and that electrons scatter many times while the exchange field acts on them. Parts (d) to (g) examine the last three assumptions and comment on the second; the first is kept throughout.

Data: D = 5.0 cm²/s, h = 0.100 eV, T = 4.2 K, ħ = 6.582 × 10⁻¹⁶ eV s.

**Part (a).** Find the length over which |f| falls by a factor e, first for any ω and then for ω ≪ h. Evaluate it.

*Answer.* The coefficients are constant, so try f = f(0)e^{−kx}. Two derivatives give a factor k², hence

k² = 2(ω + ih)/(ħD).

Write k = p + iq with p and q real. The real part, the imaginary part and the modulus of k² give

p² − q² = 2ω/(ħD),

2pq = 2h/(ħD),

p² + q² = 2√(ω² + h²)/(ħD).

Adding and subtracting the first and third equations gives

p² = [√(ω² + h²) + ω]/(ħD),

q² = [√(ω² + h²) − ω]/(ħD).

A thick film requires decay, so p > 0. The second equation then makes q positive for h > 0. The decay length ξ₁ = 1/p and the oscillation length ξ₂ = 1/q are

ξ₁ = √{ħD/[√(ω² + h²) + ω]},

ξ₂ = √{ħD/[√(ω² + h²) − ω]}.

For ω ≪ h both tend to the same value,

ξ = √(ħD/h), with k = (1 + i)/ξ.

For the numbers, 5.0 cm²/s = 5.0 × 10⁻⁴ m²/s, so

ħD = 3.291 × 10⁻¹⁹ eV m² = 0.3291 eV nm²,

ξ² = 0.3291/0.100 = 3.291 nm²,

ξ = 1.81 nm = 18.1 Å.

A grid solution of the differential equation gives the same length. If the quoted 0.1 eV were the full splitting, h would be 0.05 eV and ξ would be larger by √2, namely 2.57 nm. The convention for h therefore has to accompany the number.

The opposite limit, h = 0, describes a normal metal. There ξ₁ = √(ħD/2ω). With the same D and the lowest Matsubara energy at 4.2 K, ω = πk_BT = 1.137 meV, this is √(0.3291/0.002274) ≈ 12 nm. At these values the exchange field shortens the reach of opposite-spin pairs by a factor of between six and seven.

**Part (b).** The superconductor supplies spin-singlet pairs. Find the singlet amplitude in the film and its first zero for ω ≪ h. Then find |f| at a depth of 5 nm in the thick film, and at the outer surface of a 5 nm film that ends in an insulator.

*Answer.* Interchanging the two spins reverses the sign of h. Let f₊ and f₋ be the solutions for +h and −h, with the sign convention in which a singlet has f₊ = f₋. Assume a rigid boundary, at which the superconductor imposes the same real value f(0) on both. Since k changes into its complex conjugate when h changes sign,

f± = f(0) e^{−x/ξ₁} e^{∓ix/ξ₂}.

The singlet part is the average:

f_s = (f₊ + f₋)/2 = f(0) e^{−x/ξ₁} cos(x/ξ₂).

Half the difference is −i f(0)e^{−x/ξ₁} sin(x/ξ₂). It is the triplet part with zero spin projection. The exchange field thus turns singlet into triplet and back, while both parts share one decaying envelope. The singlet first vanishes where x/ξ₂ = π/2. For ω ≪ h this is

x = πξ/2 = 2.85 nm.

This zero does not mean that all pairs have gone: |f₊| there is still e^{−π/2} ≈ 0.21 of its interface value. The position of the zero depends on the boundary condition. A resistive interface fixes the slope f'(0) instead of the value. Then f±(0) ∝ 1/k carries a phase ∓π/4, the singlet part varies as cos(x/ξ + π/4), and the first zero moves to πξ/4 = 1.42 nm. Intermediate interfaces give zeros between these two values. The decay length and the ratios |f/f(0)| below do not depend on this choice. At 5 nm in the thick film,

|f/f(0)| = e^{−5/1.814} = 0.0635.

In a film of thickness d that ends in an insulator, no pair current crosses x = d, so f'(d) = 0. The combination of e^{kx} and e^{−kx} that satisfies this condition is

f(x) = f(0) cosh[k(d − x)]/cosh(kd).

At the outer surface,

f(d)/f(0) = 1/cosh(kd) = 2e^{−kd}/(1 + e^{−2kd}).

For d = 5 nm the modulus of e^{−2kd} is 0.0635² ≈ 0.004, so the denominator differs from 1 by at most 0.4 %. The surface amplitude is therefore about 2 × 0.0635 ≈ 0.13. Reflection doubles the amplitude, but the length in the exponent is still ξ.

**Part (c).** Explain the factor 2h in the Usadel equation by following the phase of a pair that diffuses to depth x.

*Answer.* The energies of the two electrons are shifted by +h and −h. After a time t their relative phase is 2ht/ħ. Pairs that take different times to reach x arrive with different phases and partly cancel. The amplitude should then be the average

G(x) = ⟨e^{−st}⟩, s = 2ih/ħ,

over the first-passage time t through a distance x.

To find G, let a diffusing particle start at distance x from its target. In a short time dt it moves by a random δ, with ⟨δ⟩ = 0 and ⟨δ²⟩ = 2D dt, and the exponential acquires a factor 1 − s dt. Hence

G(x) = (1 − s dt)⟨G(x + δ)⟩ = (1 − s dt)[G + D dt G''].

The terms of first order in dt give DG'' = sG. A particle at its target needs no time, so G(0) = 1, and an average of phase factors cannot exceed 1 in modulus. The solution is

G = exp[−x√(s/D)], with s/D = 2ih/(ħD) = k².

This is the Usadel solution for ω ≪ h. The decay is a loss of phase agreement among paths; no pair has to be destroyed by a collision.

The average can also be taken directly. By reflection symmetry, the probability of having reached x by time t is twice the probability of being beyond x at time t, which is erfc[x/√(4Dt)]. Its time derivative is the first-passage density

P(t) = x/√(4πDt³) · exp[−x²/(4Dt)].

Numerical integration of P(t)e^{−2iht/ħ} at x = 2.0 nm gives 0.1499 − 0.2963i. This passes the test against e^{−(1+i)x/ξ}.

**Part (d).** Estimate how much the temperature and spin-flip scattering change the decay length. Take a rough spin diffusion length L = 20 nm.

*Answer.* For ω ≪ h, √(ω² + h²) ≈ h to first order in ω/h, so

ξ₁ ≈ √[ħD/(h + ω)] ≈ ξ[1 − ω/(2h)].

The lowest Matsubara energy has the longest reach, because ξ₁ decreases as ω grows. With ω = 1.137 meV the full formula gives ξ₁ = 1.804 nm, which is 0.57 % below ξ. The oscillation length becomes 1.82 nm, slightly above ξ.

Spin flips occur at a rate of about D/L². As an estimate of size, treat them as a uniform loss of pairs, which adds an energy

Γ ≈ ħD/L² = 0.3291/400 eV = 0.82 meV

to ω. The numerical coefficient depends on the kind of spin scattering and can be well below one, so this Γ gives only the size of the effect. If D/L² is the relaxation rate of the spin polarization, the coefficient is 1/4 for spin-orbit scattering and 1/2 for isotropic magnetic scattering, which shorten the length by 0.10 % and 0.21 %. Acting alone, this Γ shortens the length by 0.41 %. To first order the two changes add, to about 1 % with this Γ and to less with the smaller coefficients. Both are small because ω and Γ are small compared with h.

**Part (e).** The pair amplitude need not be small at the interface. With f = sin θ, the nonlinear equation is ħDθ'' = 2(ω + ih) sin θ. Does linearization alter the decay length?

*Answer.* Use k² from part (a) to write θ'' = k² sin θ. Multiply by θ' and integrate:

(θ')²/2 = −k² cos θ + C.

Deep in the film θ and θ' vanish, so C = k². Since 1 − cos θ = 2 sin²(θ/2),

(θ')² = 4k² sin²(θ/2), so θ' = −2k sin(θ/2),

where the sign is that of the decaying solution. Now

d/dx ln tan(θ/4) = θ'/[4 sin(θ/4) cos(θ/4)] = θ'/[2 sin(θ/2)] = −k.

Integration from the interface, where θ = θ₀, gives

tan(θ/4) = tan(θ₀/4) e^{−kx}.

Far from the interface θ is small and f ≈ θ ≈ 4 tan(θ₀/4) e^{−kx}. The asymptotic decay length is unchanged; the prefactor is not. For θ₀ = π/2, which means f(0) = 1, the prefactor is 4 tan(π/8) = 1.657. The linear solution with the same f(0) has prefactor 1, so it underestimates the distant amplitude by a factor of 1.66. A numerical solution of the nonlinear equation between 3.5ξ and 5ξ gives a decay length within 0.03 % of ξ and the same prefactor.

**Part (f).** For electrons of speed v, scattering time τ and direction cosine μ, with isotropic scattering, the linear kinetic equation is

ħvμ ∂f/∂x + 2(ω + ih) f = (ħ/τ)(⟨f⟩ − f),

where ⟨…⟩ is the average over μ from −1 to 1. Recover the Usadel equation and find when its decaying mode ceases to dominate.

*Answer.* The terms describe motion along x, the growth of the pair phase, and scattering into and out of a direction. Insert f = φ(μ)e^{−kx} and multiply by τ/ħ. With l = vτ, z = kl and a = 1 + 2(ω + ih)τ/ħ,

(a − zμ) φ = ⟨φ⟩.

If a − zμ vanishes for no μ in the range, divide by it and average. The common factor ⟨φ⟩ cancels:

1 = ½∫₋₁¹ dμ/(a − zμ) = (1/2z) ln[(a + z)/(a − z)] = (1/z) artanh(z/a).

Hence tanh z = z/a, or

z coth z = a.

For small z, expansion of the integrand gives 1 ≈ (1/a)[1 + z²/(3a²)], so z²/3 ≈ a − 1 to leading order. In three dimensions D = vl/3 = l²/(3τ), and therefore

k² = z²/l² = 6(ω + ih)τ/(ħl²) = 2(ω + ih)/(ħD).

This is the Usadel result. It requires hτ/ħ ≪ 1 as well as ωτ/ħ ≪ 1.

There are also ballistic modes, concentrated around one direction μ₀, for which a − zμ₀ = 0. They have z = a/μ₀ with 0 < μ₀ ≤ 1. For ω ≪ ħ/τ the real part of a is 1, so Re z ≥ 1, and the slowest of them decays as e^{−x/l}. The diffusive mode dominates at large depth if its own Re z is below 1. Setting Re z = 1 in z coth z = a gives the limit

hτ/ħ = 0.397.

At still larger hτ/ħ the diffusive mode disappears. The function artanh in the derivation has an imaginary part between −π/2 and π/2, so the mode ends at z = X + iπ/2. There coth z = tanh X, and the real and imaginary parts of z coth z = 1 + 2ihτ/ħ give

X tanh X = 1, hτ/ħ = (π/4) tanh X = 0.655.

**Part (g).** Hold D and h at the given values. Apply part (f) to v = 1.0 × 10⁶ m/s and to v = 3.0 × 10⁵ m/s, and judge the result of part (a) for a thin nickel barrier.

*Answer.* With D fixed, τ = 3D/v², so a slower electron must have a longer scattering time:

hτ/ħ = 3Dh/(ħv²), l = 3D/v.

For the faster electrons l = 1.50 nm and hτ/ħ = 0.228. With ω neglected (at 4.2 K the length below becomes 1.89 nm), the root is z = 0.788 + 0.864i, and the decay length is

l/Re z = 1.50/0.788 = 1.90 nm,

which is 4.9 % above the Usadel value. The diffusive mode leads, but not by much. Over 5 nm the slowest ballistic exponential loses only a factor exp[−(1 − 0.788) × 5/1.50] ≈ 0.5 relative to it. A single exponential is thus a description of large depths, and a film of a few nanometres can depart from it.

For the slower electrons l = 5.0 nm and hτ/ħ = 2.53. This lies beyond 0.655, so no diffusive mode exists. With ω neglected, the slowest modes decay over the mean free path, 5.0 nm. At 4.2 K the real part of a is 1 + 2ωτ/ħ = 1.06, which shortens this to 4.7 nm. How f falls across a film of a few nanometres depends on the directions in which the pairs enter. If they enter evenly over all directions, the modes oscillate with different lengths along x, get out of step and partly cancel. The average of f over directions then falls faster than e^{−x/l}, and the length l is approached only at depths much larger than l. If they all enter along the normal, those not yet scattered share one phase and fall as e^{−x/l} from the start. For the given D and h, the diffusive mode leads only when v exceeds 7.6 × 10⁵ m/s.

Nickel is used as a thin barrier in superconducting junctions studied for low-temperature memory. An exchange energy near 0.1 eV and a diffusion constant of a few cm²/s are rough values for such films. Both velocities above are rough as well: the first suits a fast, free-electron-like band and the second a slow d band. Of the assumptions whose effect on the length is estimated here, frequent scattering matters most. Its failure moves the length at large depth by about 5 % in the first case. In the second it removes the diffusive mode, and the length at large depth becomes about 5 nm instead of 1.8 nm, although f can fall faster than that across a thin film. Equal properties of the two spins are also doubtful. For a free-electron band with the faster velocity, h is 3.5 % of the Fermi energy, which suggests a small asymmetry, but the d bands of nickel differ much more between the spins, and this model does not size that effect. The value 1.81 nm is the Usadel length for the stated D and h. It can describe a particular film only if hτ/ħ is small there, which calls for a separate estimate of the velocity or the mean free path.

The main computed values used in these answers are collected in the numerical output below.

Table of computed values

```
Diffusion constant D = 5.0 cm^2/s
Exchange energy h = 0.100 eV
hbar = 6.58212e-16 eV s
hbar*D = 0.32911 eV nm^2
xi^2 = hbar*D/h = 3.2911 nm^2
Usadel decay length xi = 1.8141 nm = 18.14 angstrom
Decay length from grid solution = 1.8141 nm
First singlet zero, formula = 2.8496 nm
First singlet zero, grid = 2.8496 nm
|f(x)/f(0)| at x = 5.0 nm: 0.0635
xi if 0.1 eV is the full splitting = 2.5656 nm
Path average at 2.0 nm: real 0.14989, imag -0.29630
Temperature = 4.2 K
Lowest Matsubara energy = 1.137 meV
Thermal: decay length = 1.8038 nm
Thermal: oscillation length = 1.8245 nm
Thermal: change of decay length = -0.57 %
Spin diffusion length, rough input = 20.0 nm
Spin-flip pair-breaking scale = 0.823 meV
Spin flip: change of decay length = -0.41 %
Nonlinear decay length / xi = 1.0003
Nonlinear far-amplitude factor, f(0)=1: 1.6569
Fast band: velocity = 1.00e+06 m/s
Fast band: free-electron Fermi energy = 2.843 eV
Fast band: h / Fermi energy = 3.52 %
Fast band: mean free path = 1.500 nm
Fast band: h*tau/hbar = 0.2279
Fast band: root z = 0.7880 + 0.8635 i
Fast band: kinetic decay length = 1.9036 nm
Fast band: change from Usadel = 4.93 %
Slow band: velocity = 3.00e+05 m/s
Slow band: mean free path = 5.000 nm
Slow band: h*tau/hbar = 2.5321
Slow band: slowest computed Re(z) = 1.0000
Equal decay rates at h*tau/hbar = 0.3972
Equal decay rates at velocity = 7.575e+05 m/s
Diffusive mode ends at h*tau/hbar = 0.6547
```
